\section*{Topping Depolarization of Perpendicular Ligand Dipoles on a Square Lattice}

Suppose that the work-function change caused by a ligand exchange is estimated by giving each bound ligand the dipole moment it has in isolation and multiplying by the number of ligands per area. For the short ligands treated below, this predicts a change of 1.57 eV. The same ligands, allowed to polarize one another, give 1.23 eV. The first estimate is 28\% too large relative to the second because parallel dipoles standing side by side weaken each other, and a dense layer has many neighbours within reach.

Consider an infinite, flat square lattice of spacing $a$ with one ligand per site. Each ligand is a point dipole normal to the surface, counted positive when its positive end points outward. Its permanent moment is $p_0$ and its polarizability along the normal is $\alpha$. Both belong to the bound ligand without its neighbours and without the dielectric response of the core, which is added later as a correction. Formulas are in Hartree atomic units. If $\alpha$ is expressed as a polarizability volume, ratios such as $\alpha/a^3$ are the same in any unit system.

The field of one ligand at another follows from two charges $\pm q$ at heights $\pm l/2$, with $p=ql$. At a point in the plane $z=0$, a distance $R$ away, both charges push a positive test charge downward:
\begin{equation}
E=\frac{q(-l/2)}{(R^2+l^2/4)^{3/2}}-\frac{q(l/2)}{(R^2+l^2/4)^{3/2}}
=-\frac{p}{(R^2+l^2/4)^{3/2}}\;\longrightarrow\;-\frac{p}{R^3},
\end{equation}
where the limit is $l\to0$ at fixed $p$. Every neighbour therefore opposes the moment. With sites at $a(m,n)$ and equal moments $p$, the field at any site is
\begin{equation}
E=-\frac{pS}{a^3},\qquad S=\sum_{(m,n)\neq(0,0)}\frac{1}{(m^2+n^2)^{3/2}} .
\end{equation}

The sum converges absolutely, since the number of sites in a ring grows as $R$ while each term falls as $R^{-3}$. It converges slowly, however. Replacing the sites outside a square of half side $L$ by a continuum gives the remainder
\begin{equation}
8\int_0^{\pi/4}\!d\varphi\int_{L/\cos\varphi}^{\infty}\frac{dr}{r^2}
=\frac{8}{L}\int_0^{\pi/4}\!\cos\varphi\,d\varphi=\frac{4\sqrt2}{L}.
\end{equation}
Adding all terms with $|m|,|n|\le1000$ gives 9.027968. The remainder with $L=1000.5$ is 0.005654, and the total is 9.033622. The four nearest neighbours supply 4 of this, or 44\%, so a nearest-neighbour estimate would miss more than half of the field.

A closed form comes from reading each site as a Gaussian integer $m+\mathrm{i}n$ with norm $m^2+n^2$. The norm of a product is the product of the norms. Gaussian integers factor uniquely into primes, apart from the four units $\pm1,\pm\mathrm{i}$. For $s>1$, expanding one geometric series per Gaussian prime $\pi$ therefore generates every nonzero site once, up to a unit:
\begin{equation}
\sum_{(m,n)\ne(0,0)}\frac1{(m^2+n^2)^{s}}=4\prod_{\pi}\frac{1}{1-N(\pi)^{-s}} .
\end{equation}
The ordinary prime 2 yields one Gaussian prime, of norm 2. A prime $p\equiv1$ (mod 4) splits into two, each of norm $p$. A prime $p\equiv3$ (mod 4) stays prime and has norm $p^2$, and its factor separates as
\begin{equation}
\frac1{1-p^{-2s}}=\frac1{1-p^{-s}}\;\frac1{1+p^{-s}} .
\end{equation}
Every ordinary prime now contributes one factor $1/(1-p^{-s})$, and these multiply to $\zeta(s)=\sum_{k\ge1}k^{-s}$. What is left is $1/(1-p^{-s})$ for $p\equiv1$ and $1/(1+p^{-s})$ for $p\equiv3$. These multiply to $\beta(s)=1-3^{-s}+5^{-s}-7^{-s}+\dots$, because the sign attached to an odd number, $+$ for 1 and $-$ for 3 (mod 4), is multiplicative. Hence
\begin{equation}
S=4\,\zeta(\tfrac32)\,\beta(\tfrac32)=4\times2.612375\times0.864503=9.0336 .
\end{equation}

The moment of a ligand is its permanent part plus the part induced by the field of the others, $p=p_0+\alpha E$. Inserting $E$ gives $p=p_0-\alpha pS/a^3$. Collecting the terms in $p$,
\begin{equation}
p=\frac{p_0}{1+x},\qquad x=\frac{\alpha S}{a^3}. \label{eq:top}
\end{equation}
This is the Topping result. The moment that produces the field is the reduced one, which is what makes the equation self-consistent. For a dilute layer, $x\ll1$, it becomes $p\simeq p_0(1-x)$, the response to unreduced neighbours. That form overstates the reduction, since $1/(1+x)>1-x$ for $x>0$.

An energy shows what is being balanced. Changing a moment from $p_0$ to $p$ costs $(p-p_0)^2/2\alpha$, and each pair repels with energy $p^2/R^3$, shared between two sites. Per site,
\begin{equation}
U=\frac{(p-p_0)^2}{2\alpha}+\frac{p^2S}{2a^3},\qquad
\frac{dU}{dp}=\frac{p-p_0}{\alpha}+\frac{pS}{a^3}=0 .
\end{equation}
The stationary condition is the equation already solved. It also gives $(p-p_0)/\alpha=-pS/a^3$, so that
\begin{equation}
U=\frac{(p_0-p)\,pS}{2a^3}+\frac{p^2S}{2a^3}=\frac{p_0\,p\,S}{2a^3}.
\end{equation}
This is the electrostatic price per ligand of assembling the layer, including the cost of distorting the ligands.

So far all moments were assumed equal. If they may differ, a modulation with wavevector $\mathbf q$ (components in units of $1/a$) has stiffness $1/\alpha+S(\mathbf q)/a^3$, where $S(\mathbf q)$ is the lattice sum with each term multiplied by $\cos(q_xm+q_yn)$. The uniform state is stable if this stiffness is positive for every $\mathbf q$, so the minimum of $S(\mathbf q)$ is needed. Since $r^{-3}=\Gamma(\tfrac32)^{-1}\int_0^\infty t^{1/2}e^{-tr^2}dt$,
\begin{equation}
S(\mathbf q)=\frac1{\Gamma(3/2)}\int_0^\infty t^{1/2}\left[\vartheta(q_x,t)\,\vartheta(q_y,t)-1\right]dt,\qquad
\vartheta(q,t)=\sum_{m=-\infty}^{\infty}e^{-tm^2}\cos mq ,
\end{equation}
where the $-1$ removes the site at the origin. Jacobi's triple product identity gives, with $w=e^{-t}$,
\begin{equation}
\vartheta(q,t)=\prod_{k\ge1}(1-w^{2k})\left(1+2w^{2k-1}\cos q+w^{4k-2}\right).
\end{equation}
Each factor is positive and is smallest at $q=\pi$, where the bracket is $(1-w^{2k-1})^2$. The minimum is therefore at $\mathbf q=(\pi,\pi)$, the checkerboard pattern. In that pattern sites with $m+n$ even count positively and the others negatively. The map $(m,n)\to(m+n,m-n)$ carries the whole lattice onto the even sites and doubles every squared distance, so the even sites contribute $2^{-3/2}S$ and the odd ones $S-2^{-3/2}S$. The difference is
\begin{equation}
S(\pi,\pi)=2\cdot2^{-3/2}S-S=-\left(1-\tfrac1{\sqrt2}\right)S=-2.646 .
\end{equation}
Stability against normal modulations requires $\alpha/a^3<1/2.646=0.378$, or $x<2+\sqrt2=3.41$. Beyond that limit equation (\ref{eq:top}) still has a solution, but it is no longer an energy minimum.

Real ligands are also polarizable parallel to the surface, with some $\alpha_\parallel$. In the plane of the lattice a normal dipole produces a normal field and an in-plane dipole an in-plane field, so to linear order the two motions decouple. The in-plane field of a unit dipole is at most $2/R^3$, hence the coupling cannot exceed $2S/a^3$, and $\alpha_\parallel/a^3<1/(2S)=0.055$ is sufficient for stability. It is not necessary. A definite instability follows from the uniform in-plane mode. For moments along $x$ the field sum is
\begin{equation}
\sum_{(m,n)\ne(0,0)}\frac{3m^2-(m^2+n^2)}{(m^2+n^2)^{5/2}}=\frac32S-S=\frac S2 ,
\end{equation}
because $m^2$ and $n^2$ contribute equally by symmetry. This field supports the moment, and the mode becomes unstable when $\alpha_\parallel S/(2a^3)=1$. A ligand with equal polarizabilities in all directions would reach this point at $x=2$. Another in-plane mode softens first: if the moments along $x$ change sign from one row to the next, the field sum evaluates numerically to 5.10 instead of 4.52, and stability is lost at $x=1.77$.

The measurable consequence is the potential step. Spread the layer into two sheets of charge density $\pm\sigma$ a distance $l$ apart, with $\sigma l=p/a^2$. The field between them is $4\pi\sigma$, and the averaged potential outside is higher than inside by $4\pi\sigma l=4\pi p/a^2$ when the positive end points outward. An electron has charge $-e$, so the work function changes by
\begin{equation}
\Delta\Phi=-\frac{4\pi p}{a^2}\quad\text{(Hartree units)},\qquad
\Delta\Phi=-\frac{e\,p}{\varepsilon_0a^2}\quad\text{(SI)} .
\end{equation}

Packing ligands closer raises their density but lowers each moment. At fixed $p_0$ and $\alpha$ the size of the step is proportional to $a/(a^3+\alpha S)$. Its derivative with respect to $a$ has the sign of $(a^3+\alpha S)-3a^3=\alpha S-2a^3$. The step is therefore largest at $a^3=\alpha S/2$, where $x=2$ and $p=p_0/3$. For an isotropic ligand this lies beyond the in-plane instability just found. Within the stable range of such a ligand $x$ stays below 2, and closer packing at fixed $p_0$ and $\alpha$ increases the step. A maximum inside the stable range requires a ligand that polarizes less readily along the surface than along the normal.

For numbers, let one short thiolate replace another on a (100) facet of lead sulfide, with one ligand for every two surface lead atoms, placed on alternate atoms in a checkerboard pattern. These sites form a square lattice with a spacing of roughly 0.6 nm. Take $a=0.60$ nm, which is 2.78 ligands per nm$^2$, and the rough model values $p_0=+0.5$ D, $\alpha=0.006$ nm$^3$ for the old ligand and $p_0=-1.0$ D, $\alpha=0.007$ nm$^3$ for the new one. With $a^3=0.216$ nm$^3$,
\begin{align}
x_{\rm old}&=\frac{0.006\times9.034}{0.216}=0.251, & p_{\rm old}&=\frac{0.5}{1.251}=0.400\ \text{D},\\
x_{\rm new}&=\frac{0.007\times9.034}{0.216}=0.2928, & p_{\rm new}&=\frac{-1.0}{1.2928}=-0.774\ \text{D}.
\end{align}
The larger $\alpha/a^3$ is 0.032, inside both stability limits provided $\alpha_\parallel$ is no larger than $\alpha$. One debye is 0.02082 $e\,$nm, so $p_{\rm new}=-0.0161\ e\,$nm. With $e/4\pi\varepsilon_0=1.440$ V nm,
\begin{equation}
\Delta\Phi_{\rm new}=\frac{4\pi\times1.440\times0.0161}{0.36}\ \text{eV}=0.81\ \text{eV}.
\end{equation}
The old layer gives $-0.42$ eV in the same way, and the exchange raises the work function by 1.23 eV. Unreduced moments would give 1.05 and $-0.52$ eV, hence the 1.57 eV quoted at the start.

The field at a new ligand is $1.440\times0.0161\times9.034/0.216=0.97$ V/nm, or 9.7 MV/cm. The assembly energy $U$ is 10 meV per ligand, averaged over the layer. Filling the last vacancy costs more, about 18 meV, which is still below the thermal energy of 26 meV at 300 K. Without a polarizable core, dipole repulsion alone is thus a weak obstacle to filling the layer. The image charges introduced below strengthen the repulsion between ligands. Measured from a lone ligand already bound to the same core, the last vacancy costs about 31 meV for point dipoles 0.20 nm above the core, and more for closer dipoles or for longer ones centred at the same height, so the cost is then no longer below the thermal energy. At 0.25 nm it falls back just below it. Measured instead from a ligand without the core response, the attraction to its own image brings the cost at 0.20 nm down to about 20 meV.

The neglected effects can be sized for the new layer, one at a time, as changes in the magnitude of the mean normal moment. The core polarizes. Treated as a dielectric half space of permittivity $\varepsilon$, it answers each charge with an image multiplied by $-k$, where $k=(\varepsilon-1)/(\varepsilon+1)$. Mirroring a normal dipole and reversing its charges leaves its direction unchanged, so the images are parallel to the ligands and have moment $kp$. For dipoles at height $d$, with $h=2d/a$, their field replaces $S$ by
\begin{equation}
S-k\sum_{m,n}\frac{2h^2-m^2-n^2}{(m^2+n^2+h^2)^{5/2}},
\end{equation}
where the ligand's own image is included. A rough electronic permittivity of 17 and $d=0.20$ nm give $k=0.889$ and a sum of 3.13, so $S$ falls to 6.25 and the moment rises by 7.5\%. This number depends strongly on the geometry. At $d=0.16$ nm the rise is 23\%. At $d=0.20$ nm a ligand made of two charges 0.30 nm apart has its lower charge only 0.05 nm from the core, and the rise is 38\%. That figure is measured against point dipoles without a core; against the same extended ligand without a core it is 36\%. A static layer also polarizes the ions of the core, and a static permittivity near 170 turns the rises of 7.5, 23 and 38\% into 8, 26 and 44\%. The core response is therefore poorly determined by this model. For a given $p$ the step itself is unaffected, because the averaged field of the layer vanishes inside the core.

The ligands also have length. If each moment is carried by two charges $l=0.30$ nm apart and the field is averaged along the receiving ligand, $1/R^3$ becomes $(2/l^2)(1/R-1/\sqrt{R^2+l^2})$. The lattice sum drops to 8.22 and the moment rises by 2\%. Lateral thermal motion acts the other way. Independent Gaussian displacements of 0.03 nm per axis raise the averaged sum to 9.15 and lower the moment by 0.3\%. A tilt of 30$^\circ$ with random azimuth multiplies the normal part of $p_0$ by $\cos30^\circ$. With isotropic $\alpha$ and the in-plane fields averaged out, the moment falls by 13\%.

Ligands near an edge lack neighbours on one side, and because the sum converges slowly the effect reaches far inward. Solving the coupled linear equations for a free $6\times6$ patch gives a mean moment 10\% above that of the infinite layer. Even at the centre of a $51\times51$ patch the moment is $-0.778$ D instead of $-0.774$ D. Apart from the poorly determined core response, incomplete exchange has the largest effect of those considered. With 10\% of the old ligands left at random sites of a $20\times20$ patch, averaged over 20 arrangements, the mean moment is 15\% smaller than in the same patch fully exchanged. Plain averaging of the permanent moments, $0.9(-1.0)+0.1(0.5)=-0.85$ D, already gives a reduction of this size.

Lead sulfide nanocrystals have facets only a few nanometres wide, and their ligand shells can be mixed and disordered. The assumptions of an infinite lattice, complete exchange and upright ligands are therefore doubtful, and for the values chosen each, taken alone, moves the mean moment by 10 to 15\%. The core response may matter as much or more, and it strengthens the edge effect: for point dipoles at $d=0.20$ nm the mean moment of the $6\times6$ patch is 18\% above that of an infinite layer on the same core, instead of 10\%. On so small a facet the potential also falls off with distance, so the step of an infinite layer is at best a local guide. The spacing suits half coverage of this facet, but the permanent moments are the least certain inputs: they depend on charge transfer in the bond to lead, and the step scales with them. Finally, the local field at the centre of a ligand, if taken as uniform and without the core response, corresponds to a drop of 0.29 V over a length of 0.30 nm. The core response lowers this to 0.22 V for point dipoles at $d=0.20$ nm, and to 0.17 V for the extended ligand considered above. In that case the field is far from uniform: it points the opposite way near the lower charge, and averaged along the ligand it gives a drop of reversed sign, about $-0.09$ V. If a ligand level lies within a few tenths of an electronvolt of a band edge of the core, such a shift could move charge between them, and a fixed $p_0$ with a linear $\alpha$ would no longer describe the ligand.

Numerical values quoted here were computed with a short program.
